# Mean free path of resonantly absorbed phonons in cold glasses

## A symmetric tunnelling system at zero temperature

Take a particle that can sit in either of two equally deep wells and tunnels between them. In atomic units, with $\hbar=1$, its Hamiltonian is $\tfrac12\Delta_0\sigma_x$, where $\sigma_z=\pm1$ labels the wells. The two stationary states are the even and odd combinations, separated by the energy $\Delta_0$. A sound wave with strain $e(t)=e_0\cos\omega t$ raises one well and lowers the other, which adds $\gamma e(t)\sigma_z$. The constant $\gamma$ is an energy, taken as averaged over the orientations of the systems.

The operator $\sigma_z$ turns the even state into the odd one, so the transition element is $\gamma e(t)$. Starting from the ground state, first-order perturbation theory gives the excited amplitude

$$c(t)=-i\gamma e_0\int_0^t\cos(\omega t')\,e^{i\Delta_0t'}dt'.$$

Half of the cosine, $\tfrac12e^{-i\omega t'}$, nearly cancels the phase when $\Delta_0\approx\omega$. The other half oscillates rapidly and is dropped, which requires $\omega t\gg1$. Then

$$|c|^2=\left(\frac{\gamma e_0}{2}\right)^2\frac{\sin^2(xt/2)}{(x/2)^2},\qquad x=\Delta_0-\omega .$$

Let a glass contain $n_0$ such systems per unit volume and unit energy. Since $\int \sin^2(xt/2)/(x/2)^2\,dx=2\pi t$, the number excited per volume and time is $2\pi n_0(\gamma e_0/2)^2$. Each takes the energy $\omega$ from the wave, so the absorbed power density is

$$W=\frac{\pi}{2}\,n_0\gamma^2e_0^2\,\omega .$$

In a travelling wave of speed $v$ in a medium of density $\rho$, the kinetic and elastic energy densities are equal and add up to $\rho v^2e^2$. The mean energy flux is therefore $J=\tfrac12\rho v^3e_0^2$. From $dJ/dx=-W=-J/l$,

$$\frac1l=\frac WJ=\frac{\pi n_0\gamma^2}{\rho v^3}\,\omega,\qquad
\frac l\lambda=\frac{l\,\omega}{2\pi v}=\frac{\rho v^2}{2\pi^2n_0\gamma^2}.$$

The frequency has dropped out of $l/\lambda$. One factor $\omega$ in the loss is the energy of the absorbed quantum; the number of resonant systems does not depend on $\omega$ because the splittings are spread uniformly. The length $l$ itself falls as $1/\omega$. It describes the decay of energy; the amplitude, whose square gives the energy, decays over $2l$.

## Asymmetric systems and temperature

In a glass the wells generally differ in depth by an asymmetry $\Delta$:

$$H=\tfrac12(\Delta\sigma_z+\Delta_0\sigma_x)+\gamma e\,\sigma_z .$$

Write $\Delta=E\cos\varphi$ and $\Delta_0=E\sin\varphi$. Without strain the upper state is $(\cos\frac\varphi2,\sin\frac\varphi2)$, the lower one is $(-\sin\frac\varphi2,\cos\frac\varphi2)$, and the energies are $\pm E/2$. The element of $\sigma_z$ between them is

$$-2\sin\tfrac\varphi2\cos\tfrac\varphi2=-\sin\varphi=-\Delta_0/E .$$

The transition probability thus gains a factor $\sin^2\varphi$. The diagonal elements $\pm\cos\varphi$ modulate the splitting; their effect is a separate loss, treated below.

The standard tunnelling model assumes that $\Delta$ and the logarithm of $\Delta_0$ are uniformly distributed. The number of systems per volume is then $(P/\Delta_0)\,d\Delta\,d\Delta_0$, with $P$ constant. Here $\Delta\ge0$ only; counting both signs would halve $P$. Because $d\Delta\,d\Delta_0=E\,dE\,d\varphi$, the density weighted with the transition strength is

$$\int_0^{\pi/2}\frac{P}{E\sin\varphi}\,\sin^2\varphi\;E\,d\varphi=P .$$

So $P$ takes the place of $n_0$. If tunnel splittings stop at a lower limit $\Delta_{\min}$, the integral becomes $P\sqrt{1-(\Delta_{\min}/\omega)^2}$, which is harmless for $\Delta_{\min}\ll\omega$.

At thermal energy $\theta=k_BT$ some resonant systems are already excited, and the wave stimulates them to emit. Net absorption is proportional to the population difference

$$p_--p_+=\frac{1-e^{-\omega/\theta}}{1+e^{-\omega/\theta}}=\tanh\frac{\omega}{2\theta}.$$

With the tunnelling strength $C=P\gamma^2/(\rho v^2)$,

$$\frac1l=\frac{\pi C\omega}{v}\tanh\frac{\omega}{2\theta},\qquad
\frac l\lambda=\frac{1}{2\pi^2C}\coth\frac{\omega}{2\theta}.$$

## The leading term and its correction

Let $\epsilon=e^{-\omega/\theta}$, the ratio of upper to lower population. For $\omega\gg\theta$,

$$\coth\frac{\omega}{2\theta}=\frac{1+\epsilon}{1-\epsilon}=1+2\epsilon+\frac{2\epsilon^2}{1-\epsilon},$$

and therefore

$$\frac l\lambda=\frac1{2\pi^2C}\left[1+2e^{-\omega/\theta}+O(e^{-2\omega/\theta})\right].$$

For $C=3\times10^{-4}$ the leading term is $1/(19.74\times3\times10^{-4})=168.9$. The correction is positive because excited systems return energy to the wave. It is exponentially small, since the energy gap $\omega$ must be bridged thermally.

The full formula gives 186.6 at $\omega=3\theta$ and 171.2 at $\omega=5\theta$. At $3\theta$ the first correction is $2e^{-3}=0.100$ and accounts for nearly all of the excess. "About 170 wavelengths" thus needs $\omega\gtrsim3\theta$ if 10% accuracy is wanted.

In the opposite limit, $\omega\ll\theta$, the expansion $\coth y=1/y+y/3+\dots$ gives

$$\frac l\lambda=\frac{1}{2\pi^2C}\left[\frac{2\theta}{\omega}+\frac{\omega}{6\theta}+\dots\right].$$

The two populations are nearly equal and the resonant loss almost cancels. The ratio now depends strongly on frequency. It is already 365.4 at $\omega=\theta$.

A slow energy dependence of the density, $P\propto E^\mu$, is a different correction. The resonance condition sets $E=\omega$, so $l/\lambda\propto\omega^{-\mu}$ in the cold limit. For an assumed $\mu=0.2$ the ratio falls by $10^{0.2}=1.58$ per decade of frequency. Near independence of frequency therefore rests on a nearly constant density of tunnelling systems.

## Loss by relaxation

The strain also changes the splitting by $2\gamma e\cos\varphi$. If the wave is slow on the thermal scale, $\omega\ll\theta$, the populations follow the momentary thermal equilibrium with a delay, and the delay costs energy. Their relaxation rate $r$ comes from emission and absorption of single phonons. In a volume $V$, a phonon of wavenumber $k$ and frequency $\omega_k=vk$ has the quantum strain $k/\sqrt{2\rho V\omega_k}$. With occupation $N$, the downward golden-rule rate for one branch is

$$2\pi\gamma^2\sin^2\!\varphi\,(N+1)\int\frac{k^2dk}{2\pi^2}\frac{k^2}{2\rho vk}\,\delta(E-vk)
=\frac{\gamma^2E^3\sin^2\!\varphi}{2\pi\rho v^5}(N+1).$$

The upward rate has $N$ in place of $N+1$. Their sum contains $2N+1=\coth(E/2\theta)$. Adding the branches $a$,

$$r=\sum_a\frac{\gamma_a^2}{v_a^5}\,\frac{E^3\sin^2\!\varphi}{2\pi\rho}\coth\frac{E}{2\theta}.$$

Let $s$ be the upper minus the lower population. Its equilibrium value, $-\tanh(E/2\theta)$, shifts under strain by $-(\gamma e\cos\varphi/\theta)\,\mathrm{sech}^2(E/2\theta)$. Solving $\dot s=-r(s-s_{\rm eq})$ for the oscillating part gives

$$\delta s=-\frac{\gamma e_0\cos\varphi}{\theta}\,\mathrm{sech}^2\frac{E}{2\theta}\;
\frac{r^2\cos\omega t+r\omega\sin\omega t}{r^2+\omega^2}.$$

The wave does work at the rate $\tfrac12s\dot E=\gamma s\,\dot e\cos\varphi$, with $\dot e=-\omega e_0\sin\omega t$. Only the sine part of $\delta s$ survives the time average. Division by $J$ and summation over the systems yield

$$\frac1{l_{\rm rel}}=\frac{C}{v\theta}\int_0^\infty\! dE\int_0^{\pi/2}\frac{d\varphi}{\sin\varphi}\cos^2\!\varphi\;\mathrm{sech}^2\frac{E}{2\theta}\;\frac{\omega^2r}{r^2+\omega^2}.$$

For $r\ll\omega\ll\theta$, the last fraction becomes $r$. The loss is then independent of $\omega$ and grows as $T^3$. Relative to the resonant loss it scales as $T^2$ at fixed $\omega/\theta$.

For a slow wave, $\omega\ll r$ at thermal splittings and $\sin\varphi\sim1$, small angles dominate. There $r=R\varphi^2$, with $R$ independent of $\varphi$. Setting $q=R\varphi^2/\omega$, so that $d\varphi/\varphi=dq/2q$, turns the angular integral into $\tfrac\omega2\int_0^\infty dq/(1+q^2)=\pi\omega/4$. Since $\int_0^\infty\mathrm{sech}^2(E/2\theta)\,dE=2\theta$, the result is $1/l_{\rm rel}=\pi C\omega/2v$. The ratio $l_{\rm rel}/\lambda=1/(\pi^2C)$ is again constant, but twice the cold resonant value and of different origin.

## Loss by static disorder

For a rough estimate, divide the glass into independent cells of volume $a^3$ whose sound speed differs from the mean by a fraction $\eta$, with rms value $\varepsilon$. For a scalar wave and small $\eta$, $\nabla^2\psi+k^2\psi=2k^2\eta\psi$. When $ka\ll1$, one cell sends out a spherical wave of amplitude $-2k^2\eta a^3/4\pi$. Its cross-section is $4\pi$ times the square, $k^4\eta^2a^6/\pi$. With $1/a^3$ cells per volume,

$$\frac1{l_R}=\frac{\varepsilon^2a^3k^4}{\pi},\qquad
\frac{l}{l_R}=\frac{\varepsilon^2a^3k^3}{\pi^2C}\quad(\omega\gg\theta).$$

This Rayleigh loss grows faster with frequency than the resonant loss and, within this simple model, eventually ends the regime of constant $l/\lambda$. In a real glass other scattering may do so first.

## A silica-like glass at 0.1 K

Take rough values in the regime of vitreous silica: density 2.20 g/cm³, longitudinal and transverse speeds 5800 and 3750 m/s, and a longitudinal coupling of 1.00 eV. Let $C=3\times10^{-4}$ for every branch. Then $\gamma\propto v$, and the transverse coupling is $1.00\times3750/5800=0.647$ eV. The longitudinal stiffness $\rho v^2$ is 462 eV/nm³, so $P=3\times10^{-4}\times462/1.00^2=0.139$ per eV per nm³.

At 0.1 K, $\theta=8.617\times10^{-6}$ eV. A transverse phonon of $10^{-4}$ eV has the frequency 24.2 GHz and the wavelength $3750/(24.2\times10^9)$ m, or 155 nm. Its resonant mean free path is $168.9\times155.1$ nm $=2.62\times10^4$ nm, or $2.62\times10^5$ Å.

The table holds the temperature fixed. Its last column adds the three inverse lengths, with the relaxation integral evaluated by numerical quadrature and with assumed disorder $a=1$ nm, $\varepsilon=0.3$.

| Energy (eV) | $\lambda$ (nm) | Resonant $l/\lambda$ | All three losses |
|---|---:|---:|---:|
| $3\times10^{-5}$ | 517 | 179.6 | 179.6 |
| $1\times10^{-4}$ | 155 | 168.9 | 168.5 |
| $3\times10^{-4}$ | 51.7 | 168.9 | 160.1 |

The first row lies above the limit because $\omega/\theta=3.48$, for which $2e^{-3.48}=0.06$. The last row drops because the Rayleigh loss has reached 5.5% of the resonant one. All rows have $\omega>3\theta$, outside the range $\omega\ll\theta$ of the relaxation formula, so its values here are only extrapolations. They reach about $3\times10^{-6}$ of the resonant loss at most, but they are not upper bounds. Second-order perturbation theory for the process in which the system absorbs the quantum $\omega$, flips, and emits or absorbs a second phonon reduces to the relaxation formula for $r\ll\omega\ll\theta$. For the three rows it gives about $5\times10^{-6}$, $1\times10^{-5}$ and $9\times10^{-5}$, which changes $l/\lambda$ by about 0.01 at most. At $\omega=3\theta$ it is about 1.5 times the extrapolation. At $\omega=3\theta$ the extrapolated fraction is $3.7\times10^{-4}$ at 1 K and $3.3\times10^{-3}$ at 3 K, which follows the $T^2$ law of the formula.

With the assumed disorder, Rayleigh and resonant losses become equal near $8\times10^{-4}$ eV. This is $3k_BT$ at about 3 K, an order-of-magnitude limit that moves with $a$ and $\varepsilon$. Because $\varepsilon=0.3$ is not very small, the weak-scattering formula is itself only a rough guide here. Without the expansion in $\eta$, the factor $-2\eta$ in the scattered wave becomes $(1+\eta)^{-2}-1$. For $\eta=\pm0.3$ its mean is 0.316 and its mean square 0.625. Because the cells fill the volume, the mean only lowers the long-wave speed, by the factor $1/\sqrt{1.316}=0.87$. The loss follows the variance, $0.625-0.316^2=0.525$, in place of $4\varepsilon^2=0.36$. This is 1.46 times the assumed Rayleigh loss if 3750 m/s is the mean of the cell speeds, and $0.525/(1.316^2\times0.36)=0.84$ times if it is the long-wave speed. The Rayleigh part of the table is uncertain by factors of this size.

The calculation also requires a weak wave. Let $T_1=1/r$ be the population lifetime and $T_2$ the coherence lifetime. For a symmetric system driven at resonance, let $\Omega=\gamma e_0$, and let $y$ be the part of its oscillation that absorbs energy. The steady Bloch equations are

$$-\frac y{T_2}-\Omega s=0,\qquad \Omega y-\frac{s-s_0}{T_1}=0
\;\Rightarrow\; s=\frac{s_0}{1+\Omega^2T_1T_2}.$$

At a detuning $x$ a second oscillating part $u$ enters, with $-u/T_2-xy=0$ and $xu-y/T_2-\Omega s=0$, while the equation for $s$ is unchanged. Eliminating $u$ and $s$ gives

$$y=-\frac{\Omega T_2s_0}{1+x^2T_2^2+\Omega^2T_1T_2}.$$

Integrated over the uniformly spread detunings, the absorption is the weak-wave value times $1/\sqrt{1+\Omega^2T_1T_2}$. It weakens once $\Omega^2T_1T_2\sim1$. At $10^{-4}$ eV the rate formula gives $T_1=1.3\times10^{-8}$ s. If phonon emission is the sole source of decoherence, $T_2=2T_1$ and the threshold strain is $e_0=1/(\sqrt2\,\gamma T_1)$ with $\hbar=1$, or $5.7\times10^{-8}$. The corresponding flux $\tfrac12\rho v^3e_0^2$ is $1.9\times10^{-5}$ W/cm². A stronger continuous beam travels farther than the weak-wave formula says. This threshold is that of symmetric systems. For asymmetric ones $\Omega^2$ gains a factor $\sin^2\varphi$, while $T_1$ and $T_2=2T_1$ each grow as $1/\sin^2\varphi$; they saturate at a lower strain, and the absorption of the whole glass weakens somewhat earlier. Extra dephasing shortens $T_2$ and raises the threshold.

## What the mean free path means for heat

If resonant absorption limits all heat-carrying phonons, a Debye spectrum gives, for each branch,

$$\kappa_a=\frac13\int_0^\infty\frac{\omega^2}{2\pi^2v^3}\,\omega\frac{\partial N}{\partial T}\,v\,l\,d\omega .$$

With $y=\omega/\theta$, $\partial N/\partial T=k_By/[4\theta\sinh^2(y/2)]$. Inserting $l$,

$$\kappa_a=\frac{k_B\theta^2}{24\pi^3Cv}\int_0^\infty\frac{y^3\coth(y/2)}{\sinh^2(y/2)}\,dy .$$

Because $\coth(y/2)/\sinh^2(y/2)$ is minus the derivative of $1/\sinh^2(y/2)$, integration by parts gives $3\int y^2/\sinh^2(y/2)\,dy$. The boundary terms vanish. Expanding $1/\sinh^2(y/2)=4\sum_n ne^{-ny}$ and using $\int_0^\infty y^2e^{-ny}dy=2/n^3$ gives $24\sum_n n^{-2}=4\pi^2$. With $\hbar$ restored and one longitudinal and two transverse branches,

$$\kappa=\frac{k_B^3T^2}{6\pi\hbar^2C}\left(\frac1{v_l}+\frac2{v_t}\right).$$

For the example the bracket is $7.06\times10^{-4}$ s/m, and $\kappa=2.95\times10^{-4}$ W/(m K) at 0.1 K. Numerical integration shows that phonons above $2k_BT$ carry 60% of this heat. The rest have $l/\lambda$ above 221.7, so 170 wavelengths is not a value shared by all heat carriers. If $P\propto E^\mu$, $l$ gains a factor $\omega^{-\mu}=\theta^{-\mu}y^{-\mu}$, and $\kappa\propto T^{2-\mu}$, or $T^{1.8}$ for $\mu=0.2$.

Measured conductivities of many glasses below 1 K do rise somewhat more slowly than $T^2$, and their tunnelling strengths lie roughly between $10^{-4}$ and $10^{-3}$. The chosen $C$ is within this range, whose ends correspond to about 500 and 50 wavelengths. Real samples also have walls. Adding $1/d$ to each inverse path, with $d=10$ mm, lowers the computed conductivity to 0.92 of its bulk value. In a detector membrane about 1 µm thick, most phonons reach a face long before they have travelled the bulk path of 26 µm, and fully diffuse faces scatter them. For $10^{-4}$ eV phonons, adding $1/d$ would leave about 1 µm, but this underrates those that move nearly parallel to the faces. Averaging over directions gives an effective path along the membrane of about 2.8 µm, or 18 wavelengths. Smooth faces that reflect specularly would weaken this reduction. At 0.1 K, however, phonons above $10^{-4}$ eV carry only about 0.2% of the heat in the bulk. The heat-weighted median wavelength is 0.7 µm for transverse and 1.1 µm for longitudinal waves, with the middle half of the heat between 0.4 and 1.5 µm and between 0.7 and 2.3 µm. These lengths are comparable with the thickness, so the bulk conductivity formula cannot be used for such a membrane.
